\section*{Spectral sum rules and permittivity bounds for isotropic two-phase dielectrics}

\section{What the porosity decides}

A capacitance calculation for a porous interlayer dielectric needs one number for the permittivity of the film. Often the porosity and the permittivity of the solid are known, but the shapes of the pores are not. One must then decide whether to resolve the pores in a field calculation or to work with the porosity alone. The choice depends on how far the permittivity can still vary at fixed porosity. For an isotropic film, two sum rules answer this: the total weight and the first moment of the spectral measure defined below.

\section{Setting and theorem}

A periodic cell of volume $V$ contains a host of permittivity $\varepsilon_h$ and inclusions of permittivity $\varepsilon_i\ne\varepsilon_h$. Both are relative permittivities, scalar and local, and the fields are quasi-static. The indicator $\chi(\mathbf r)$ is one in the inclusions and zero in the host. Angle brackets denote the average over the cell, so $\phi=\langle\chi\rangle$ is the inclusion fraction. Define
\begin{equation}
s=\frac{\varepsilon_h}{\varepsilon_h-\varepsilon_i},\qquad
\varepsilon(\mathbf r)=\varepsilon_h\left[1-\frac{\chi(\mathbf r)}{s}\right].
\label{s}
\end{equation}
In the inclusions the bracket is $1-(\varepsilon_h-\varepsilon_i)/\varepsilon_h=\varepsilon_i/\varepsilon_h$, as it must be.

Let $\mathbf e$ be a real unit vector. The field $\mathbf E$ is $\mathbf e$ plus the gradient of a periodic potential, and $\mathbf D=\varepsilon\mathbf E$ satisfies $\nabla\cdot\mathbf D=0$, interfaces included. The effective permittivity along $\mathbf e$ is $\varepsilon_{\rm eff}=\mathbf e\cdot\langle\mathbf D\rangle$, and $F(s)=1-\varepsilon_{\rm eff}/\varepsilon_h$. The composite is called isotropic if $F(s)$ is the same for every $\mathbf e$ at all sufficiently large $|s|$, that is, at all sufficiently small contrasts.

\begin{theorem}
For $s$ outside $[0,1]$ there is a non-negative measure $m$ on $[0,1]$, fixed by the geometry and by $\mathbf e$, such that
\begin{equation}
F(s)=\int_0^1\frac{dm(x)}{s-x},\qquad \int_0^1 dm=\phi .
\label{rep}
\end{equation}
If the composite is isotropic, then also
\begin{equation}
\mu_1\equiv\int_0^1 x\,dm(x)=\frac{\phi(1-\phi)}{3}.
\label{rule}
\end{equation}
\end{theorem}

For a discrete spectrum, (\ref{rep}) is the sum $\sum_n F_n/(s-s_n)$ with weights $F_n\ge0$ at poles $s_n$. The moment in (\ref{rule}) is not normalised. The mean pole position is
\begin{equation}
\bar x=\frac{\mu_1}{\phi}=\frac{1-\phi}{3}.
\end{equation}

\section{Proof}

Write $\mathbf f(\mathbf r)=\sum_{\mathbf k}\mathbf f_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and use the inner product $\langle\mathbf a^*\cdot\mathbf b\rangle$. Define $\Gamma$ by
\begin{equation}
(\Gamma\mathbf f)_{\mathbf k}=\frac{\mathbf k(\mathbf k\cdot\mathbf f_{\mathbf k})}{k^2}\quad(\mathbf k\ne0),\qquad (\Gamma\mathbf f)_0=0 .
\end{equation}
It is the orthogonal projection onto gradients of periodic potentials.

\begin{lemma}
With $A=\chi\Gamma\chi$ and $s$ outside $[0,1]$,
\begin{equation}
F(s)=\left\langle \chi\mathbf e\cdot(s-A)^{-1}\chi\mathbf e\right\rangle .
\label{res}
\end{equation}
\end{lemma}

\begin{proof}
The condition $\nabla\cdot\mathbf D=0$ means $\mathbf k\cdot\mathbf D_{\mathbf k}=0$ for every $\mathbf k$, hence $\Gamma\mathbf D=0$. Since $\mathbf E-\mathbf e$ is a periodic gradient and $\Gamma\mathbf e=0$, we have $\Gamma\mathbf E=\mathbf E-\mathbf e$. Dividing $\Gamma\mathbf D=0$ by $\varepsilon_h$ and using (\ref{s}) gives
\begin{equation}
0=\Gamma\mathbf E-\frac1s\Gamma\chi\mathbf E
\quad\Longrightarrow\quad
\mathbf E=\mathbf e+\frac1s\Gamma\chi\mathbf E .
\label{ls}
\end{equation}
Multiply by $\chi$ and use $\chi^2=\chi$:
\begin{equation}
\chi\mathbf E=\chi\mathbf e+\frac1sA\,\chi\mathbf E
\quad\Longrightarrow\quad
(s-A)\chi\mathbf E=s\,\chi\mathbf e .
\end{equation}
The operator $A$ is self-adjoint. Because $\Gamma$ is an orthogonal projection,
\begin{equation}
\langle\mathbf f^*\cdot A\mathbf f\rangle=\langle|\Gamma\chi\mathbf f|^2\rangle,\qquad
0\le\langle|\Gamma\chi\mathbf f|^2\rangle\le\langle|\mathbf f|^2\rangle .
\end{equation}
The spectrum of $A$ therefore lies in $[0,1]$, and $s-A$ can be inverted. This gives $\chi\mathbf E=s(s-A)^{-1}\chi\mathbf e$, and (\ref{ls}) then gives $\mathbf E$ everywhere. Finally $\langle\mathbf e\cdot\mathbf E\rangle=1$, so
\begin{align}
F(s)&=1-\left\langle\mathbf e\cdot\left(1-\frac{\chi}{s}\right)\mathbf E\right\rangle
=\frac1s\langle\mathbf e\cdot\chi\mathbf E\rangle\nonumber\\
&=\langle\chi\mathbf e\cdot(s-A)^{-1}\chi\mathbf e\rangle .
\end{align}
In the last step one factor $\chi$ was moved onto $\mathbf e$, which is allowed because $\chi\mathbf E=\chi^2\mathbf E$.
\end{proof}

The spectral theorem for $A$ turns (\ref{res}) into the integral in (\ref{rep}). The measure is non-negative because it collects the squared projections of $\chi\mathbf e$ onto the spectral subspaces of $A$. The permittivities enter through $s$ alone.

\begin{lemma}
For every geometry $\int dm=\phi$. The sum of $\mu_1$ over three orthogonal directions $\mathbf e$ is $\phi(1-\phi)$.
\end{lemma}

\begin{proof}
For $|s|>1$ the geometric series gives $(s-A)^{-1}=s^{-1}+As^{-2}+A^2s^{-3}+\dots$, so
\begin{equation}
F(s)=\frac{\mu_0}{s}+\frac{\mu_1}{s^2}+\frac{\mu_2}{s^3}+\dots,\qquad
\mu_n=\int_0^1x^n\,dm=\langle\chi\mathbf e\cdot A^n\chi\mathbf e\rangle .
\label{series}
\end{equation}
The first coefficient is $\mu_0=\langle\chi^2\rangle\,\mathbf e\cdot\mathbf e=\phi$. The second is
\begin{equation}
\mu_1=\langle\chi\mathbf e\cdot\Gamma\chi\mathbf e\rangle
=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2\frac{(\mathbf k\cdot\mathbf e)^2}{k^2}.
\label{mu1}
\end{equation}
Over three orthogonal directions the values of $(\mathbf k\cdot\mathbf e)^2$ add up to $k^2$. Parseval's identity and $\chi_0=\phi$ then give
\begin{equation}
\sum_{\mathbf e}\mu_1=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2
=\langle\chi^2\rangle-|\chi_0|^2=\phi-\phi^2 .
\end{equation}
\end{proof}

In an isotropic composite the coefficient of $s^{-2}$ is the same for all $\mathbf e$. Each of the three directions then carries one third of $\phi(1-\phi)$, which is (\ref{rule}). This completes the proof of the theorem.

\begin{remark}[When the hypothesis holds]
Cubic symmetry is sufficient. The effective tensor is symmetric; half turns about the cube axes remove its off-diagonal elements, and rotations that permute the axes make its diagonal elements equal. For a random medium whose statistics have this symmetry, (\ref{rule}) holds for the average over samples of equal $\phi$. One finite sample need not obey it.
\end{remark}

\begin{remark}[A slab]
If the inclusion is a flat layer, every $\mathbf k$ with $\chi_{\mathbf k}\neq0$ points along the normal. Equation (\ref{mu1}) then gives $\mu_1=\phi(1-\phi)$ along the normal and zero in the plane. The trace is unchanged, but (\ref{rule}) fails in every one of these directions.
\end{remark}

\begin{remark}[Small contrast]
Put $\Delta=\varepsilon_i-\varepsilon_h$, so that $1/s=-\Delta/\varepsilon_h$. Inserting this in $\varepsilon_{\rm eff}=\varepsilon_h[1-F(s)]$ gives, for an isotropic composite,
\begin{equation}
\varepsilon_{\rm eff}=\varepsilon_h+\phi\Delta-\frac{\phi(1-\phi)}{3\varepsilon_h}\Delta^2+O(\Delta^3).
\end{equation}
The linear term is the volume average. The quadratic term lowers it whatever the sign of $\Delta$. Through this order the porosity is all that matters; pore shape can enter from the third order on.
\end{remark}

\section{Bounds from the two moments}

\begin{theorem}
Let the composite be isotropic with real $0<\varepsilon_i<\varepsilon_h$. Then $\varepsilon_L\le\varepsilon_{\rm eff}\le\varepsilon_U$ with
\begin{align}
\varepsilon_U&=\varepsilon_h\left[1-\frac{\phi}{s-(1-\phi)/3}\right],\label{U}\\
\varepsilon_L&=\varepsilon_i\left[1-\frac{1-\phi}{(1-s)-\phi/3}\right].\label{L}
\end{align}
\end{theorem}

\begin{proof}
Let $\delta=x-\bar x$. Direct subtraction gives
\begin{align}
\frac1{s-x}-\frac1{s-\bar x}-\frac{\delta}{(s-\bar x)^2}
&=\frac{\delta}{s-\bar x}\left[\frac1{s-x}-\frac1{s-\bar x}\right]\nonumber\\
&=\frac{\delta^2}{(s-x)(s-\bar x)^2}.
\end{align}
Integrate over $dm$. The term linear in $\delta$ vanishes because $\bar x$ is the mean pole, and
\begin{equation}
F(s)=\frac{\phi}{s-\bar x}+\int_0^1\frac{(x-\bar x)^2}{(s-x)(s-\bar x)^2}\,dm(x).
\label{gap}
\end{equation}
For $0<\varepsilon_i<\varepsilon_h$ we have $s>1$, so the integral is non-negative. Hence $F\ge\phi/(s-\bar x)$, and $\varepsilon_{\rm eff}=\varepsilon_h(1-F)\le\varepsilon_U$.

Now exchange the names of the phases. The new parameter is
\begin{equation}
s'=\frac{\varepsilon_i}{\varepsilon_i-\varepsilon_h}=1-s<0 .
\end{equation}
The new weight is $1-\phi$, the first moment is again $\phi(1-\phi)/3$, and the mean pole is $\phi/3$. Equation (\ref{gap}) holds with these replacements. Since $s'-x<0$ for $x\ge0$, its integral is now non-positive. Therefore $1-\varepsilon_{\rm eff}/\varepsilon_i\le(1-\phi)/(s'-\phi/3)$, which is $\varepsilon_{\rm eff}\ge\varepsilon_L$.
\end{proof}

These are the Hashin--Shtrikman bounds. If the total weight alone is known, $1/(s-x)\ge1/s$ gives $F\ge\phi/s$ and hence the weaker bound $\varepsilon_{\rm eff}\le(1-\phi)\varepsilon_h+\phi\varepsilon_i$.

\begin{remark}[Large contrast]
Let $\varepsilon_h/\varepsilon_i\to\infty$ at fixed $\phi$ between zero and one. Then $s\to1$, and (\ref{U}) gives
\begin{equation}
\frac{\varepsilon_U}{\varepsilon_h}\to1-\frac{3\phi}{2+\phi}=\frac{2(1-\phi)}{2+\phi},
\end{equation}
while (\ref{L}) gives
\begin{equation}
\frac{\varepsilon_L}{\varepsilon_i}\to1+\frac{3(1-\phi)}{\phi}=\frac{3-2\phi}{\phi}.
\end{equation}
One bound follows the large permittivity and the other the small one. Porosity alone then says little, and the connectivity of the phases must be known.
\end{remark}

\subsection{The bounds are attained}

Take a spherical core of permittivity $\varepsilon_c$ in a shell of permittivity $\varepsilon_s$, with outer radius one and core volume fraction $v$. Let the surrounding medium have permittivity $\varepsilon$ and carry a uniform field. Up to a common sign, the potentials divided by $\cos\theta$ are $ar$ in the core, $br+c/r^2$ in the shell and $r$ outside. Continuity of the potential and of the normal displacement requires
\begin{align}
a&=b+c/v, & \varepsilon_c a&=\varepsilon_s(b-2c/v),\\
b+c&=1, & \varepsilon&=\varepsilon_s(b-2c).
\end{align}
Eliminating $a$ from the first line gives
\begin{equation}
c=v\beta b,\qquad \beta=\frac{\varepsilon_s-\varepsilon_c}{2\varepsilon_s+\varepsilon_c}.
\end{equation}
Then $b=1/(1+v\beta)$. With $\sigma=\varepsilon_s/(\varepsilon_s-\varepsilon_c)$ one has $\varepsilon_c=\varepsilon_s(1-1/\sigma)$ and so $\beta=1/(3\sigma-1)$. Hence
\begin{equation}
\varepsilon=\varepsilon_s\frac{1-2v\beta}{1+v\beta}
=\varepsilon_s\left[1-\frac{3v\beta}{1+v\beta}\right]
=\varepsilon_s\left[1-\frac{v}{\sigma-(1-v)/3}\right].
\label{cs}
\end{equation}
In a medium with this $\varepsilon$ the coated sphere leaves the outer field unchanged. The medium can therefore be replaced, sphere by sphere, by coated spheres of the same $v$ and of ever smaller size, until in the limit they fill the volume.

Pores coated by solid ($\varepsilon_s=\varepsilon_h$, $v=\phi$) give $\varepsilon_U$. Solid cores coated by pore space ($\varepsilon_s=\varepsilon_i$, $v=1-\phi$) give $\varepsilon_L$. The two constructions thus differ in which phase is connected. If the shell phase is taken as the host, (\ref{cs}) shows that all the spectral weight sits at one pole, $(1-v)/3$. For coated pores this pole is $(1-\phi)/3$; for few pores, $\phi\to0$, it tends to $1/3$, the value for an isolated sphere.

\section{A porous film with cubic pores}

Take a solid of permittivity 4 with empty cubic pores of edge 150~\AA{} in a simple cubic cell of edge 210~\AA. This is a continuum model with sharp interfaces; atomic structure and surface polarisation are left out. The sizes are illustrative: only their ratio enters $\varepsilon_{\rm eff}$, and the pores of real interlayer dielectrics are typically much smaller, a few nanometres or less. The inputs to the bounds are
\begin{align}
\phi&=(150/210)^3=0.3644, & s&=4/(4-1)=1.3333,\\
\mu_1&=0.3644\times0.6356/3=0.0772, & \bar x&=0.6356/3=0.2119 .
\end{align}
Equations (\ref{U}) and (\ref{L}) give
\begin{align}
\varepsilon_U&=4\left[1-\frac{0.3644}{1.3333-0.2119}\right]=2.700,\\
\varepsilon_L&=1+\frac{0.6356}{0.3333+0.1215}=2.397 .
\end{align}
The volume average, 2.907, is a looser upper bound. Without knowledge of pore shape, the midpoint 2.55 is therefore uncertain by about 6\% of itself either way. If the film is isotropic and much thicker than the 210~\AA{} cell, and the capacitance calculation tolerates this uncertainty, the porosity suffices. If the uncertainty is too large, more must be known about the pores than their volume.

Resolving them on grids of 7, 21, 35 and 49 voxels per cell edge gives 2.6810, 2.6833, 2.6835 and 2.6835. The change from the coarsest to the finest grid is about 0.1\% of the value, so 2.68 is a fair reading for this model. It lies near the upper bound.

Equation (\ref{gap}) shows what sets the distance from that bound: the spread of the poles about their mean. On the coarsest grid the four strongest poles lie between 0.14 and 0.27 and carry a weight of 0.317, or 87\% of the total. Their first moment is 0.0555. The remaining weight, about 0.048, must then have the mean position $(0.0772-0.0555)/0.048\approx0.45$, well above $\bar x$. Put into (\ref{gap}), the four strong poles account for about 0.003 of the distance $2.700-2.681=0.019$. Most of the distance comes from the small remaining weight.

\subsection{Numerical tests of the moments}

The sum rules can be tested without using the spectral representation. Set $z=1/s$ and $f(z)=\varepsilon_{\rm eff}/\varepsilon_h=1-\mu_0z-\mu_1z^2-\dots$. Solving the divergence equation at $z=\pm h$ gives
\begin{align}
-\frac{f(h)-f(-h)}{2h}&=\mu_0+\mu_2h^2+\dots,\\
-\frac{f(h)+f(-h)-2}{2h^2}&=\mu_1+\mu_3h^2+\dots .
\end{align}
The theorem carries over to the grids used here, which have an odd number of voxels per edge, potentials on the voxel corners and fields in the voxels. There $\Gamma$ projects, for each $\mathbf k\ne0$, onto one discrete gradient vector, so its trace is still one. With an even number of voxels per edge this gradient vanishes for some $\mathbf k\ne0$, and the sum of $\mu_1$ over the three axes can then fall below $\phi(1-\phi)$. For the cubic pore the differences give 0.364434 and 0.077208, against 0.364431 and 0.077207 from the rules. The small excess has the sign of the leading truncation terms, since $\mu_2$ and $\mu_3$ are non-negative. With the phases exchanged, the weight becomes 0.63557 and the first moment stays at 0.0772.

An irregular sample with $\phi=0.1283$ has first moments 0.0347, 0.0495 and 0.0276 along the three axes. None of them equals a third of $\phi(1-\phi)$, which is 0.0373, but their sum is 0.1118, as the trace rule requires. For 60 random samples with the porosity of the cubic-pore cell, the mean first moment along one axis is 0.0776 with a standard error of 0.0006, consistent with 0.0772. The scatter of a single sample is 0.005, about 6\% of the mean. A small simulated cell of a random film is thus not itself isotropic, and the bounds need not hold for it in each direction.

The slab shows how large the failure can be. For a pore layer of fraction 0.4286 in the same solid, the normal component of $\mathbf D$ is constant, and
\begin{equation}
\frac1{\varepsilon_{\rm eff}}=\frac{0.4286}{1}+\frac{0.5714}{4}=0.5714,\qquad \varepsilon_{\rm eff}=1.75 .
\end{equation}
The isotropic lower bound at this porosity is 2.20. Before the bounds are applied to a film with flattened or aligned pores, its isotropy must therefore be checked.

\subsection{Field energy}

In Gaussian atomic units the field energy of a cell at mean field $E_0$ is $W=E_0^2V\langle\mathbf E\cdot\mathbf D\rangle/8\pi$, with $\mathbf E$ and $\mathbf D$ scaled to unit mean field. The periodic gradient $\mathbf E-\mathbf e$ is orthogonal to the divergence-free $\mathbf D$, so $\langle\mathbf E\cdot\mathbf D\rangle=\mathbf e\cdot\langle\mathbf D\rangle=\varepsilon_{\rm eff}$ and
\begin{equation}
W=\frac{\varepsilon_{\rm eff}E_0^2V}{8\pi}.
\end{equation}
At fixed mean field the bounds on $\varepsilon_{\rm eff}$ are thus bounds on the energy. For $E_0=0.01$~V/\AA{} the factor $E_0^2V/8\pi$ is 2.559~eV in this cell. The energy lies between $2.397\times2.559=6.13$~eV and $2.700\times2.559=6.91$~eV, that is, between 0.225 and 0.254~hartree.

\section{Range of validity}

The sum rules concern the geometry alone and do not depend on the permittivities. The representation (\ref{rep}) also holds for complex permittivities, as long as $s$ stays off $[0,1]$. The bounds (\ref{U}) and (\ref{L}) do not carry over in this form, because their proof uses the sign of $s-x$ for real $s$. A damaged or wet layer on the pore walls is a third phase, and the two-phase representation then no longer applies. The same holds for anisotropic solids, and for pores so small that a local permittivity loses its meaning. Finally, an effective permittivity presupposes many pores between the electrodes. In a film only a few pores thick, the capacitance also depends on how the pores lie against the electrodes, and the bounds need not hold. The full list of computed values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
matrix permittivity (dimensionless): 4.0
pore permittivity (dimensionless): 1.0
cell edge: 210 angstrom
pore edge: 150 angstrom
pore fraction phi (dimensionless): 0.364431
s (dimensionless): 1.333333
s after phase exchange (dimensionless): -0.333333
first moment, phi(1-phi)/3 (dimensionless): 0.077207
mean pole, (1-phi)/3 (dimensionless): 0.211856
cube, weight from solver (dimensionless): 0.364434
cube, first moment from solver (dimensionless): 0.077208
exchanged phases, weight (dimensionless): 0.635574
exchanged phases, first moment (dimensionless): 0.077211
cube, weight from poles (dimensionless): 0.364431
cube, first moment from poles (dimensionless): 0.077207
strong pole, 7-voxel grid: s_n = 0.1602, weight = 0.1408 (dimensionless)
strong pole, 7-voxel grid: s_n = 0.1405, weight = 0.0940 (dimensionless)
strong pole, 7-voxel grid: s_n = 0.2697, weight = 0.0478 (dimensionless)
strong pole, 7-voxel grid: s_n = 0.2001, weight = 0.0342 (dimensionless)
7-voxel grid, eps_eff from poles (dimensionless): 2.681022
slab fraction (dimensionless): 0.428571
slab, first moment along normal (dimensionless): 0.244906
slab, first moment in plane (dimensionless): 0.000000
slab, eps_eff along normal (dimensionless): 1.7500
isotropic lower bound at slab fraction (dimensionless): 2.2000
irregular sample, fraction (dimensionless): 0.128280
irregular sample, first moment x (dimensionless): 0.034733
irregular sample, first moment y (dimensionless): 0.049528
irregular sample, first moment z (dimensionless): 0.027566
irregular sample, trace (dimensionless): 0.111827
random samples (count): 60
random samples, mean first moment (dimensionless): 0.077594
random samples, standard error (dimensionless): 0.000644
random samples, scatter of one (dimensionless): 0.004992
lower bound on eps_eff (dimensionless): 2.3974
upper bound on eps_eff (dimensionless): 2.7002
arithmetic-mean bound (dimensionless): 2.9067
eps_eff, 7 voxels per edge (dimensionless): 2.6810
eps_eff, 21 voxels per edge (dimensionless): 2.6833
eps_eff, 35 voxels per edge (dimensionless): 2.6835
eps_eff, 49 voxels per edge (dimensionless): 2.6835
mean field: 0.01 V/angstrom
lower energy bound per cell: 6.1350 eV
upper energy bound per cell: 6.9097 eV
lower energy bound per cell: 0.22546 hartree
upper energy bound per cell: 0.25393 hartree
\end{verbatim}
